# Ring donation and the retained lone pair in cyclopentadienylindium

**Q.** You describe CpIn as a ring that gives six electrons to indium, while indium keeps a lone pair. Which six electrons, and into what?

**A.** I divide the molecule into closed-shell ions, Cp⁻ and In⁺. This is bookkeeping; the final charges need not be ±1. The ring lies at \(z=0\), and indium sits on the fivefold axis at \(z=h\). Each carbon brings one \(p_z\) orbital \(p_j\), at angle \(\varphi_j=2\pi j/5\). With on-site energy \(\alpha\) and nearest-neighbour coupling \(\beta<0\), and neighbour overlap neglected, the ring orbitals are

\[
\psi_m=\frac1{\sqrt5}\sum_j e^{im\varphi_j}p_j,\qquad
E_m=\alpha+\beta\left(e^{2\pi i m/5}+e^{-2\pi i m/5}\right)=\alpha+2\beta\cos\frac{2\pi m}{5}.
\]

The two exponentials come from the two neighbours. The values of \((E_m-\alpha)/\beta\) are 2 for \(m=0\), 0.618 for \(m=\pm1\) and −1.618 for \(m=\pm2\). Five carbon electrons and the anion's extra one fill \(m=0\) (called \(a_1\)) and \(m=\pm1\) (called \(e_1\)). The pair \(e_2\), \(m=\pm2\), is empty.

In⁺ has the valence configuration \(5s^25p^0\), so its acceptors are the three 5p orbitals.

**Q.** Three pairs and three holes is arithmetic. Why should they fit?

**A.** Rotation by \(2\pi/5\) leaves the Fock operator \(F\) unchanged. It multiplies a ring function \(m\) and a metal function \(m'\) by phases, so that

\[
\langle m|F|m'\rangle=e^{2\pi i(m-m')/5}\langle m|F|m'\rangle .
\]

The matrix element therefore vanishes unless \(m-m'\) is a multiple of 5. The orbitals 5s and \(5p_z\) have \(m'=0\); \(5p_x\pm i5p_y\) have \(m'=\pm1\). Hence \(a_1\) meets \(5p_z\), \(e_1\) meets \((5p_x,5p_y)\), and \(e_2\) finds no partner among indium s and p. Indium d functions do contain \(m'=\pm2\); they are outside this valence set.

The filled 5s is also \(a_1\). The \(e_1\) part is thus two copies of a donor–acceptor problem, but the \(a_1\) part has three orbitals and four electrons.

**Q.** Symmetry permits a coupling. It does not make it large.

**A.** Geometry gives its form. Let \(R\) be the ring radius, \(L=\sqrt{R^2+h^2}\), and \(\mathbf n=(-R\cos\varphi_j,-R\sin\varphi_j,h)/L\) the unit vector from carbon to indium. Resolve each p orbital along and across \(\mathbf n\). Along–across overlaps vanish by symmetry about the C–In line, leaving

\[
\langle p_j|5p_i\rangle=n_zn_iS_\sigma+(\delta_{zi}-n_zn_i)S_\pi,\qquad
\langle p_j|5s\rangle=n_zS_s .
\]

Here \(S_\sigma,S_\pi,S_s\) are diatomic overlaps with parallel axes pointing from C to In. For \(a_1\), five equal terms times \(1/\sqrt5\) give \(\sqrt5\):

\[
S_{as}=\sqrt5\,\frac hL S_s,\qquad
S_{ap}=\sqrt5\,\frac{h^2S_\sigma+R^2S_\pi}{L^2}.
\]

For the real \(e_1\) function \(\sqrt{2/5}\sum_j\cos\varphi_j\,p_j\), use \(n_zn_x=-Rh\cos\varphi_j/L^2\) and \(\sum_j\cos^2\varphi_j=5/2\):

\[
S_{dp}=\sqrt{\frac25}\,\frac52\,\frac{Rh}{L^2}(S_\pi-S_\sigma)
=\sqrt{\frac52}\,\frac{Rh}{L^2}(S_\pi-S_\sigma).
\]

With parallel axes, the carbon lobe facing indium meets the opposite lobe of \(5p\), so here \(S_\sigma<0<S_\pi\). The two parts add in \(e_1\) and oppose in \(a_1\). If indium moved into the ring plane, \(h\to0\), both \(S_{as}\) and \(S_{dp}\) would vanish and \(S_{ap}\) would become \(\sqrt5S_\pi\). Far away, the factor in \(S_{dp}\) falls as \(R/h\), besides the decay of the diatomic overlaps, so \(e_1\) bonding needs a close metal.

**Q.** Put a real molecule into these formulas.

**A.** I take an isolated CpIn molecule in restricted Hartree–Fock, with the 6-31G basis on C and H and def2-SVP with its effective core potential on In. The ring is planar and rigid, with chosen lengths C–C 1.42 Å and C–H 1.08 Å. An energy scan then gives \(h=2.409\) Å, with \(R=1.208\) Å and \(L=2.695\) Å. This height is not converged in the basis: with 6-31+G* on C and def2-TZVP on In (the extended basis below) the Hartree–Fock minimum moves to about 2.37 Å.

With a minimal-basis carbon orbital and the 5s and 5p orbitals of the free In⁺ ion, \(S_s=0.1182\), \(S_\sigma=-0.1716\) and \(S_\pi=0.0890\). Since \(h^2/L^2=0.799\), \(R^2/L^2=0.201\) and \(Rh/L^2=0.401\),

\[
S_{ap}=2.236(-0.1371+0.0179)=-0.267,\qquad
S_{dp}=1.581(0.401)(0.2606)=0.165,
\]

and \(S_{as}=0.236\). Direct sums over the five carbons agree with the formulas at \(h=2.0\), 2.409 and 3.0 Å to about one part in \(10^5\) or better.

The orbitals of the free Cp⁻ ion in the larger basis give 0.2525, −0.2512 and 0.2383 for \(S_{as},S_{ap},S_{dp}\). The signs persist, but the \(e_1\) overlap is clearly larger. I use these orbitals in the energy blocks below.

**Q.** Then show me that \(e_1\) is stabilized.

**A.** Let \(e_d,e_p\) be the diagonal elements of the molecular \(F\) for the donor and \(5p_x\), and \(F_{dp}\) their coupling. For \(c_d\psi_d+c_p5p_x\),

\[
(e_d-E)c_d+(F_{dp}-ES_{dp})c_p=0,\qquad
(F_{dp}-ES_{dp})c_d+(e_p-E)c_p=0 .
\]

A nonzero solution requires \((e_d-E)(e_p-E)=(F_{dp}-ES_{dp})^2\). Set \(E=e_d+\delta\):

\[
\delta=-\frac{(F_{dp}-e_dS_{dp}-\delta S_{dp})^2}{e_p-e_d-\delta}
\approx-\frac{(F_{dp}-e_dS_{dp})^2}{e_p-e_d}.
\]

The last form holds when \(|\delta|\) is small beside the gap and \(|\delta S_{dp}|\) is small beside the coupling. Numerically \(e_d=-7.97\), \(e_p=-1.88\) and \(F_{dp}=-3.930\) eV. The effective coupling is \(-3.930+7.97(0.2383)=-2.03\) eV, so \(\delta\approx-(2.03)^2/6.09=-0.68\) eV. The full two-level solution is −0.545 eV. At the true root the coupling has shrunk to −1.90 eV and the gap has grown to 6.63 eV; together they account for the difference. The sign of the shift holds in the extended basis, but its size depends on the fragment orbitals: at the same height \(S_{dp}\) becomes 0.310 and the shift −0.23 eV.

**Q.** That is the easy block. In \(a_1\), the ring pair pushes against a filled 5s. Why does a lone pair survive?

**A.** Count orbitals. In the space \(\{a,5s,5p_z\}\), four electrons fill two roots and leave one, \(\psi_3\), empty. The metal functions span two dimensions, so some normalized combination \(g=\cos\gamma\,5s+\sin\gamma\,5p_z\) is orthogonal to \(\psi_3\). Completeness within the three-orbital space gives its projected occupation:

\[
n_g=2\sum_{i=1}^{2}|\langle g|\psi_i\rangle|^2
=2\left(1-|\langle g|\psi_3\rangle|^2\right)=2 .
\]

A metal hybrid thus lies wholly in the filled space. This is independent of how the filled orbitals are mixed among themselves, so it does not rely on calling one canonical orbital "the lone pair". It does depend on the electron count: remove two \(a_1\) electrons and two roots are empty, so the argument no longer guarantees such a hybrid.

**Q.** Does that hybrid point away from the ring?

**A.** Orient \(5p_z\) with its positive lobe away from the ring, and choose \(a\) positive on the indium side. At the height found above, \(S_{as}>0>S_{ap}\). Define \(b_s=F_{as}-ES_{as}\), \(b_p=F_{ap}-ES_{ap}\) and \(w=F_{sp}\). The metal rows are

\[
(e_s-E)c_s+wc_p=-b_sc_a,\qquad wc_s+(e_p-E)c_p=-b_pc_a,
\]

where \(e_s,e_p\) now belong to 5s and \(5p_z\). Elimination gives

\[
\frac{c_s}{c_p}=\frac{wb_p-b_s(e_p-E)}{wb_s-b_p(e_s-E)} .
\]

Consider first \(w=0\), no overlap, \(e_s<e_p\), and \(b_s<0<b_p\). The ring row becomes \(E-e_a=b_s^2/(E-e_s)+b_p^2/(E-e_p)\). Above \(e_p\), the right side falls from infinity to zero while the left side rises without limit, so they cross: the top root has \(E>e_p>e_s\). Then \(c_s/c_p=(b_s/b_p)(e_p-E)/(e_s-E)<0\). The empty orbital's hybrid points toward the ring, and \(g\), orthogonal to it, points away.

**Q.** You set \(w=0\). Is that true in the molecule?

**A.** No, and the consequence is serious. The diagonals for \(a\), 5s and \(5p_z\) are −14.40, −11.64 and −9.32 eV; \(F_{as}=-5.811\), \(F_{ap}=4.955\) and \(w=+2.332\) eV. At the top root, \(E=-7.75\) eV, \(b_s=-3.854\) and \(b_p=3.008\) eV. In eV²,

\[
\frac{c_s}{c_p}=\frac{2.332(3.008)-3.854(1.57)}{2.332(-3.854)+3.008(3.89)}
\approx\frac{0.96}{2.71}\approx0.35 .
\]

The sign has reversed. To find \(g\) one needs projections, including overlap with \(a\). Setting \(c_a=1\), the metal rows give \(c_s\approx1.44\) and \(c_p\approx4.06\), so

\[
\frac{\langle5s|\psi_3\rangle}{\langle5p_z|\psi_3\rangle}
=\frac{1.44+0.25}{4.06-0.25}\approx0.44,\qquad
\gamma=-\arctan0.44\approx-24^\circ .
\]

The three-orbital model retains a lone pair but points it toward the ring.

The two influences can be separated by first diagonalizing \(F\) in \(\{5s,5p_z\}\). This gives levels \(e_-=-13.09\) and \(e_+=-7.88\) eV, rotated by an angle \(\theta=-31.8^\circ\) (called the field angle in the output). Both influences come from the ring, since \(w=0\) in the free ion by parity: one acts through \(F\) between the metal functions, the other through mixing with \(a\). The first is not the repulsion of a distant negative charge, which would make \(w\) negative and turn the pair away from the ring. In this basis \(w\) is zero, so \(c_+/c_-=(b_+/b_-)(e_--E)/(e_+-E)=t\), and the hybrid angle of a root is \(\theta+\arctan t\). For the middle root, mixing with \(a\) contributes \(+11.7^\circ\), away from the ring, but the total is still \(-20.0^\circ\).

**Q.** So is your lone pair on the wrong side?

**A.** In the truncated model, yes. In the full Hartree–Fock density, no. Projecting that density on \(\{5s,5p_z\}\) gives a hybrid with occupation 1.991 and angle \(+11.4^\circ\), away from the ring. Its \(5p_z\) share is \(\sin^2 11.4^\circ=3.9\%\). The occupied orbital obtained by projecting this hybrid onto the filled space has its centroid 0.32 Å beyond indium. In the extended basis, at the same height, these values are 1.989, \(+11.5^\circ\), 4.0% and 0.33 Å.

The truncation omits much of the ring's filled density. If unrelaxed \(a\) and 5s were the filled orbitals, \(5p_z\) would have projected population \(2S_{ap}^2/(1-S_{as}^2)=0.135\); the denominator renormalizes \(a\) after its 5s part is removed. The unrelaxed complete fragments give 0.651. Most of this overlap therefore involves filled orbitals outside the model.

Such an orbital \(c\) can reverse \(w\). Suppose \(Fc=\varepsilon_cc\), and make both metal functions orthogonal to \(c\). Their coupling at energy \(E\) becomes

\[
w_{\rm eff}=w+(E-\varepsilon_c)\langle5s|c\rangle\langle c|5p_z\rangle .
\]

For \(\varepsilon_c<E\) and overlaps of opposite sign, as on the ring side of indium, the correction is negative and turns the hybrid away. I conjecture that this explains the reversal; the separate ring σ contributions were not calculated.

**Q.** How much density actually reaches the acceptors?

**A.** Overlap alone gives a nonzero population, so I subtract the unrelaxed-fragment value:

- \(5p_x\) and \(5p_y\): \(0.490-0.238=0.252\) each.
- \(5p_z\): \(0.923-0.651=0.272\).
- 5s: \(1.948-2.000=-0.052\).

These changes include polarization, and because the functions overlap they are not atomic charges. They also depend on the basis: in the extended basis they are 0.164 for \(5p_x\) and \(5p_y\), 0.285 for \(5p_z\) and −0.055 for 5s. The gains in \(5p_x\) and \(5p_y\) point to donation from the ring, because symmetry forbids 5s to mix with them. The gain in \(5p_z\) is less clear-cut: it may include donation from the ring, but indium's own 5s pair can also polarize into it. None of the three gains comes near a transferred pair.

An energetic check removes indium's p functions beyond 4p, with the geometry fixed and the orbitals reoptimized. Removing x and y costs 1.14 eV; removing z costs 0.56 eV. Per direction the costs are nearly equal, but they do not measure the same thing. Removing z also stops the 5s pair from polarizing along the axis, so its cost is not the energy of donation from \(a_1\). Both costs include the use of indium functions by the ring, and they need not be additive. For scale, bringing Cp⁻ and In⁺ together releases 7.19 eV (6.79 eV in the extended basis at the same height), without correction for basis sharing, so orbital mixing accompanies a large ionic attraction.

**Q.** Is the lone pair at least the HOMO?

**A.** Not at this level. The HOMO is the ring–indium \(e_1\) pair at −8.29 eV. The occupied orbital with most 5s character lies at −8.85 eV, with squared 5s overlap 0.627; the rest of the 5s density is spread over other filled orbitals. The LUMO, at 1.72 eV, has squared overlap 0.727 with \((5p_x,5p_y)\). In the extended basis the two occupied levels move only to −8.31 and −8.90 eV, but the LUMO drops to 1.20 eV with squared overlap 0.585, so its energy is not converged.

The small blocks place the \(e_1\) donor 0.22 eV and the middle \(a_1\) root 0.62 eV below the corresponding full levels. The second error is as large as the 0.56 eV HOMO–lone-pair spacing, so the blocks explain interactions but should not be used to settle level order. Replacing the carbon basis by def2-SVP, which includes polarization functions, changes the spacing to 0.50 eV at the same height. Orbital relaxation and correlation on ionization are not included.

**Q.** What survives when CpIn is used as a precursor?

**A.** CpIn is used as a vapour source for indium oxide films, and the gas-phase molecule is a half-sandwich with an indium–ring distance of roughly 2.3 Å. The Hartree–Fock height is somewhat long beside that rough figure; MP2, with the same rigid ring and basis, gives 2.36 Å, and Hartree–Fock in the extended basis gives about 2.37 Å, so part of the excess length is a basis effect. At 500 K, a temperature chosen for illustration, the calculated force constant of 135 N/m gives a classical rms displacement of 0.072 Å. (In the extended basis the curvature at 2.409 Å, outside that basis's minimum, is about 112 N/m, which would give 0.079 Å.) Stretching by that amount lowers the minimal-basis \(e_1\) overlap by 5.5%. The stabilization does not follow the square of that overlap, because the effective coupling \(F_{dp}-e_dS_{dp}\) is a difference of two terms that both change. Solving the \(e_1\) block again at the stretched height gives 0.537 eV instead of 0.545 eV. The vibrational quantum is 29 meV against \(k_BT=43\) meV, so the classical estimate is reasonable but not a strict limit.

The solid breaks the isolated-molecule assumption more severely: its cyclopentadienyl rings bridge indium atoms in chains. Neither that effect nor spin–orbit coupling and ring relaxation is sized here, so these level energies should not be carried over to the solid. The remaining values are in the numerical output.

## Numbers as computed

```
Chosen C-C, C-H lengths: 1.42, 1.08 angstrom
Ring radius R: 1.208 angstrom
Hueckel (E-alpha)/beta: [ 2.     0.618  0.618 -1.618 -1.618]
Height h, HF: 2.409 angstrom; In-C distance L: 2.695 angstrom
Height h, MP2: 2.362 angstrom
Free In+ 5s, 5p levels: -17.27, -4.98 eV
Diatomic overlaps S_s, S_sigma, S_pi: 0.1182, -0.1716, 0.0890
Ring overlaps (a,s), (a,pz), (e1,px): 0.2362, -0.2666, 0.1651
--- e1 block, molecular Fock matrix ---
Donor, acceptor diagonals: -7.97, -1.88 eV
Coupling F_dp: -3.930 eV; overlap S_dp: 0.2383
Roots: -8.51, 0.06 eV
Donor shift exact, second order: -0.545, -0.678 eV
--- a1 block, order a, 5s, 5pz ---
Diagonals (eV): [-14.4  -11.64  -9.32]
F(a,s), F(a,pz), F(s,pz): -5.811, 4.955, 2.332 eV
S(a,s), S(a,pz): 0.2525, -0.2512
Field-dressed metal levels (eV): [-13.09  -7.88]
Three roots (eV): [-15.89  -9.47  -7.75]
Field angle theta: -31.77 degrees
Ring-push angles arctan t (degrees): [  1.25  11.74 -77.77]
Middle-root hybrid angle: -20.02 degrees
Middle-root coefficients a, s, pz: [-0.773  0.875 -0.319]
--- full Hartree-Fock density ---
Lone-pair occupation: 1.991 electrons
Lone-pair hybrid angle: 11.39 degrees
5pz share of that hybrid: 3.90 percent
Lone-pair centroid beyond In: 0.324 angstrom
Projected populations s, px, py, pz: [1.948 0.49  0.49  0.923]
Unrelaxed fragments s, px, py, pz: [2.    0.238 0.238 0.651]
Change s, px, py, pz (electrons): [-0.052  0.252  0.252  0.272]
Interaction energy Cp- + In+: -7.19 eV
Cost of removing In p_x and p_y: 1.141 eV
Cost of removing In p_z: 0.557 eV
--- frontier levels: e1 pi, lone pair, HOMO, LUMO ---
6-31G carbon (eV): [-8.29 -8.85 -8.29  1.72]
def2-SVP carbon (eV): [-8.37 -8.87 -8.37  1.69]
5s weight in lone-pair orbital: 0.627
5px+5py weight in LUMO: 0.727
Full minus few-orbital level, e1: 0.22 eV
Full minus few-orbital level, lone pair: 0.62 eV
--- motion along h ---
Force constant: 134.6 N/m; temperature: 500 K
Vibrational quantum, kT: 29.1, 43.1 meV
Thermal rms change of h: 0.072 angstrom
e1 overlap change for that stretch: -5.45 percent
```
